# Optical-phonon mobility of a nondegenerate two-dimensional subband

## Problem

Electrons of charge $-e$ occupy one parabolic, isotropic two-dimensional subband. Their energy, measured from the subband bottom, is $E=\hbar^2k^2/(2m)$, where $\mathbf k$ is the in-plane wavevector. They scatter only from an optical phonon of fixed energy $\hbar\omega$. The phonons stay in equilibrium at temperature $T$, with occupation

$$N=\frac{1}{e^{x_0}-1},\qquad x_0=\frac{\hbar\omega}{k_BT}.$$

The coupling energy is $D$ times the optical displacement, with $D$ independent of wavevector. Scattering conserves spin and leads into one final valley with the same in-plane mass and the same normalised envelope $\zeta(z)$. The crystal has mass density $\rho$. The electron gas is nondegenerate and the field is weak.

(a) Find the scattering rate as a function of $E$, including its step where phonon emission becomes possible.

(b) Show that the linearised Boltzmann equation has a relaxation time here although the scattering is inelastic, and write the mobility as an integral.

(c) Evaluate the integral in closed form.

(d) Find the low- and high-temperature limits and the local exponent $p$ in $\mu\propto T^{-p}$.

(e) Compare the result with the mobility obtained by averaging the rate instead of the time.

(f) Evaluate the mobility for a 3 nm (001) silicon film at 300 K. Take $m=0.19\,m_0$, $\hbar\omega=62$ meV, $D=11\times10^8$ eV/cm, $\rho=2.33$ g/cm³ and an infinite well. Estimate what the model leaves out.

## Solution

### (a) The rate and its step

Let $V=AL_z$ be the crystal volume, with $A$ the film area. A phonon mode has the displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$. The squared matrix element for a change of in-plane wavevector from $\mathbf k$ to $\mathbf k'$ is therefore

$$|M|^2=\frac{\hbar D^2}{2\rho\omega V}\,|I(q_z)|^2
\times\begin{cases}N&\text{absorption}\\N+1&\text{emission,}\end{cases}
\qquad I(q_z)=\int\zeta^2(z)e^{iq_zz}\,dz .$$

In-plane momentum conservation fixes the in-plane phonon wavevector once $\mathbf k'$ is chosen, while $q_z$ remains free. For an intervalley process, $q_z$ is measured from the wavevector that joins the two valley minima. Converting the sum over $q_z$ to an integral and using Parseval's theorem gives

$$\sum_{q_z}|I(q_z)|^2=L_z\int\frac{dq_z}{2\pi}\,|I(q_z)|^2
=L_zF,\qquad F=\int\zeta^4\,dz .$$

The factor $L_z$ cancels the one in $V$. The sum over final states, for one spin and one valley, is

$$\sum_{\mathbf k'}\delta(E'-E_f)
=\frac{A}{(2\pi)^2}\int_0^\infty 2\pi k'\,dk'\,\delta(E'-E_f)
=\frac{Am}{2\pi\hbar^2}\,\theta(E_f),$$

because $k'dk'=m\,dE'/\hbar^2$. Here $E_f=E+\hbar\omega$ for absorption and $E_f=E-\hbar\omega$ for emission. The golden rule combines these factors:

$$\frac{2\pi}{\hbar}\,\frac{\hbar D^2F}{2\rho\omega A}\,\frac{Am}{2\pi\hbar^2}
=\frac{mD^2F}{2\hbar^2\rho\omega}\equiv W .$$

Restoring the phonon factors,

$$\boxed{\frac1{\tau(E)}=W\left[N+(N+1)\theta(E-\hbar\omega)\right].}$$

The rate is flat on each side of the threshold because the density of states is constant. Below threshold an electron can only absorb, at the rate $WN$. Above it the rate is $W(2N+1)$. Since $(N+1)/N=e^{x_0}$,

$$\frac{\text{rate above}}{\text{rate below}}=\frac{2N+1}{N}=1+e^{x_0}.$$

The step is sharp because the model has no phonon dispersion and no level broadening.

### (b) Why a relaxation time exists

Apply a field $\mathcal E$ along $x$, so that the force is $-e\mathcal E$. Write the occupation as $f=f_0+f_1$, with $f_0\propto e^{-E/k_BT}$ and $f_1$ of first order in the field. With $v_x=\hbar k_x/m$, the derivative of $f_0$ is

$$\frac{\partial f_0}{\partial k_x}=\hbar v_x\frac{\partial f_0}{\partial E}
=-\frac{\hbar v_x}{k_BT}f_0 .$$

Equilibrium makes the collision term of $f_0$ vanish. A phonon of fixed energy links only energies that differ by multiples of $\hbar\omega$, so the collision term also vanishes for $f_0$ times any function periodic in $\hbar\omega$. The Maxwellian form is therefore assumed to be maintained by a weak additional energy exchange, such as electron–electron collisions or the small inelasticity of acoustic phonons. Without it, a steady field would slowly reshape the distribution. In a steady, uniform state the first-order equation is therefore

$$\frac{e\mathcal E v_x}{k_BT}f_0(\mathbf k)
=\sum_{\mathbf k'}S(\mathbf k',\mathbf k)f_1(\mathbf k')
-\frac{f_1(\mathbf k)}{\tau(E)},$$

where $S(\mathbf k',\mathbf k)$ is the transition rate from $\mathbf k'$ to $\mathbf k$. Pauli factors are absent because $f_0\ll1$. If the process joins two equivalent valleys, $f_1(\mathbf k')$ belongs to the other valley. It is the same function, because the valleys have the same in-plane mass and feel the same field.

Split $f_1$ into parts even and odd under $\mathbf k\to-\mathbf k$. The rate $S$ depends on the two energies but not on the angle between the wavevectors. The odd part therefore cancels in the in-scattering sum, since $\mathbf k'$ and $-\mathbf k'$ have the same energy. The even part yields an even sum and carries no current. The odd part of the equation is thus

$$f_1^{\rm odd}=-\tau(E)\,\frac{e\mathcal E v_x}{k_BT}\,f_0 .$$

No assumption of small energy exchange was made. Isotropy is what removes the in-scattering term.

The current density is $j_x=-(e/A)\sum v_xf_1$, with the sum over all occupied spins and valleys. Setting it equal to $ne\mu\mathcal E$, with $n$ the sheet density, gives

$$\mu=\frac{e}{k_BT}\langle v_x^2\tau\rangle,$$

where the brackets denote an average over $f_0$. The angular average of $v_x^2$ is $v^2/2=E/m$. Since the density of states is constant, the normalised distribution of $x=E/k_BT$ is $e^{-x}$, and hence

$$\mu=\frac em\int_0^\infty x\,e^{-x}\,\tau(x)\,dx .$$

The weight $xe^{-x}$ integrates to one. Its factor $x$ comes from the squared velocity, so fast electrons count for more than their number suggests.

The role of isotropy can be tested by solving the coupled equation for all energies and directions with in-scattering retained. With the film parameters of part (f), energy steps of $\hbar\omega/16$, a range of $8\hbar\omega$ and six directions, the mobility is 1.0024 times the closed result derived below. When the kernel is multiplied by $1+0.5\cos\vartheta$, with $\vartheta$ the scattering angle, the total rate out of each state is unchanged, but the mobility rises by 15% relative to the isotropic kernel. Scattering then returns part of the forward momentum, and $\tau(E)$ alone no longer determines the current.

### (c) The closed form

The antiderivative of $xe^{-x}$ is $-(1+x)e^{-x}$. The transport weights above and below threshold are therefore

$$A_>=\int_{x_0}^\infty xe^{-x}dx=(1+x_0)e^{-x_0},
\qquad A_<=1-A_> .$$

With the two constant relaxation times, and $2N+1=N(1+e^{x_0})$,

$$\mu=\frac{e}{mW}\left[\frac{A_<}{N}+\frac{A_>}{2N+1}\right]
=\frac{e}{mWN}\left[1-A_>+\frac{A_>}{1+e^{x_0}}\right].$$

The last two terms combine as

$$-A_>+\frac{A_>}{1+e^{x_0}}
=-A_>\frac{e^{x_0}}{1+e^{x_0}}
=-\frac{1+x_0}{1+e^{x_0}},$$

because the exponential in $A_>$ cancels $e^{x_0}$. The bracket is then

$$1-\frac{1+x_0}{1+e^{x_0}}=\frac{e^{x_0}-x_0}{e^{x_0}+1}.$$

Finally $1/N=e^{x_0}-1$, and $(e^{x_0}-1)/(e^{x_0}+1)=\tanh(x_0/2)$. The mobility is

$$\boxed{\mu=\frac{e}{mW}\tanh\!\left(\frac{x_0}{2}\right)
\left(e^{x_0}-x_0\right),\qquad
W=\frac{mD^2F}{2\hbar^2\rho\omega}.}$$

If emission were left out, the mobility would be $e/(mWN)$. The factor $(e^{x_0}-x_0)/(e^{x_0}+1)$ is therefore the whole effect of the threshold step. At fixed $F$, $D$, $\rho$ and $\omega$, the mobility varies as $m^{-2}$: one power comes from inertia and one from the density of final states.

### (d) Temperature limits and local exponent

At low temperature $x_0\gg1$ and $\tanh(x_0/2)\simeq1-2e^{-x_0}$. Multiplying out and dropping terms that vanish exponentially,

$$\mu\simeq\frac{e}{mW}\left(e^{x_0}-x_0-2\right)
\longrightarrow\frac{e}{mW}e^{\hbar\omega/k_BT}.$$

Nearly all electrons lie below threshold and must wait for a phonon to absorb. The optical limit then grows exponentially on cooling. In a real channel other scattering takes over.

At high temperature $x_0\ll1$. The expansions $\tanh(x_0/2)\simeq x_0/2-x_0^3/24$ and $e^{x_0}-x_0\simeq1+x_0^2/2$ give

$$\mu\simeq\frac{e}{mW}\,\frac{x_0}{2}\left(1+\frac{5x_0^2}{12}\right)
\longrightarrow\frac{e\hbar\omega}{2mWk_BT}.$$

Most of the transport weight is now above threshold, where absorption and emission each occur at about $Wk_BT/(\hbar\omega)$. This is a limit of the one-subband model. A real film would populate other subbands first if their spacing were comparable with $k_BT$.

Since $W$ does not depend on temperature in this model, $T$ enters through $x_0\propto1/T$ alone. Thus

$$p=-\frac{d\ln\mu}{d\ln T}=x_0\frac{d\ln\mu}{dx_0}.$$

The derivative of $\ln\tanh(x_0/2)$ is $1/[2\sinh(x_0/2)\cosh(x_0/2)]=1/\sinh x_0$. Adding the derivative of $\ln(e^{x_0}-x_0)$,

$$p=\frac{x_0}{\sinh x_0}
+\frac{x_0(e^{x_0}-1)}{e^{x_0}-x_0}.$$

This tends to 1 at high temperature and to $x_0$ at low temperature. A single power law can therefore describe the mobility over a limited temperature range, but not over the whole crossover.

### (e) Averaging the rate instead of the time

With the same transport weight, the mean rate is

$$\left\langle\frac1\tau\right\rangle_{\!t}
=WN+W(N+1)A_>
=WN+W(N+1)e^{-x_0}(1+x_0)
=WN(2+x_0),$$

where the last step uses $(N+1)e^{-x_0}=N$. The resulting estimate $e/[mWN(2+x_0)]$ lies below the correct mobility whenever both sides of the step carry weight. The function $1/y$ is convex, so the mean of the times exceeds the inverse of the mean rate. Physically, slow and fast scatterers contribute to the current in parallel. The long-lived electrons below threshold are not held back by the short lifetimes above it.

### (f) The silicon film

In a (001) film the lowest subband belongs to the two valleys whose heavy axis is normal to the film. Their in-plane mass is isotropic. The phonon considered is the high-energy g-type intervalley phonon, which takes an electron from one of these valleys to the other, so there is one final valley. The material parameters are rough typical values.

For an infinite well of width $L$, $\zeta^2=(2/L)\sin^2(\pi z/L)$. The mean of $\sin^4$ is $3/8$, so

$$F=\frac{4}{L^2}\,\frac{3L}{8}=\frac{3}{2L}=0.5\ \text{nm}^{-1}.$$

The other inputs give $W=5.506$ ps⁻¹, $x_0=2.398$ and $N=0.09996$. The rates are

$$WN=0.550\ \text{ps}^{-1},\qquad
W(2N+1)=6.61\ \text{ps}^{-1}.$$

The rate jumps by a factor of 12 at 62 meV. As a test of part (a), a direct sum over final wavevectors in a square box of side 2000 nm, with the energy delta function broadened to $0.02\hbar\omega$, reproduced the rates at $0.5\hbar\omega$ and $1.5\hbar\omega$ within 1%.

With $e/(mW)=1681$ cm²/Vs and $e^{x_0}=(N+1)/N=11.00$,

$$\mu=1681\times0.8334\times(11.00-2.398)
\simeq1.21\times10^4\ \text{cm}^2/\text{Vs}.$$

Only 9.1% of the electrons lie above threshold, but they have 30.9% of the transport weight. Their short lifetime reduces their share of the mobility to 3.6%. Absorption alone would give $1.68\times10^4$ cm²/Vs, so emission lowers the mobility by 28% relative to that value. Averaging the rate would give 3820 cm²/Vs, too small by a factor of 3.2.

The local exponent at 300 K is $p=0.44+2.79=3.23$, where the terms are those of part (d). The model gives $5.2\times10^4$ cm²/Vs at 200 K and $5.1\times10^3$ cm²/Vs at 400 K, with all other parameters fixed.

**Other scattering.** These values are partial mobilities, not predictions for the film. Acoustic phonons, taken as elastic and in the equipartition limit, have an energy-independent rate. With a coupling of 12 eV and a sound speed of 9 km/s, they alone give about 1550 cm²/Vs. Unscreened thickness fluctuations with a Gaussian correlation, an rms size of 0.2 nm and a correlation length of 1.5 nm alone give about $1.5\times10^4$ cm²/Vs in the infinite well. Finite barriers would raise this value, because the subband energy then depends less strongly on thickness.

Adding the three rates at each energy before averaging yields about 1100 cm²/Vs, eleven times below the optical limit. Matthiessen's rule, which adds inverse mobilities, gives 1255 cm²/Vs, 15% above the combined result. The acoustic and optical rates alone show why the rule fails. The acoustic rate is $5.506\times1681/1546=5.99$ ps⁻¹, so the total rates below and above threshold are 6.54 and 12.59 ps⁻¹. The mean time is

$$\frac{0.691}{6.54}+\frac{0.309}{12.59}=0.130\ \text{ps},$$

which corresponds to about 1210 cm²/Vs. Matthiessen's rule would give 1370 cm²/Vs for this pair. The optical limit is set mainly by long-lived electrons below threshold. Acoustic scattering removes most of that advantage. With both processes present, optical emission lowers the mobility by 15%, whereas putting the optical mobilities with and without emission into Matthiessen's rule would suggest only 3%.

**Degeneracy.** With a general Fermi function $f$, linearising the collision term replaces the absorption factor $N$ by

$$N[1-f(E+\hbar\omega)]+(N+1)f(E+\hbar\omega)=N+f(E+\hbar\omega).$$

The second term on the left arises because a larger occupation at $E$ also blocks arrivals from above. Likewise the emission factor becomes $N+1-f(E-\hbar\omega)$. The weight $xe^{-x}$ is replaced by $-x\,\partial f/\partial x$ divided by $\int f\,dx$. At a sheet density of $10^{11}$ cm⁻² the optical-limited mobility changes by −1.1%, so the nondegenerate formula is adequate in weak inversion. At $5\times10^{12}$ cm⁻² it changes by −44%, and the formula fails.

**Band structure and confinement.** The following changes are relative to the optical-limited mobility, with one feature altered at a time:

- In-plane nonparabolicity of 0.5 eV⁻¹ lowers it by 12%, through a larger density of states and smaller velocities. The effect of confinement on the bottom mass is not included.
- Finite oxide barriers of 3.1 eV with mass $0.5\,m_0$ raise it by 6%, because the envelope spreads and $F$ falls.
- Allowing first-subband electrons to scatter into the second subband, 137 meV higher, lowers it by 0.15%.
- Allowing first-subband electrons to scatter into the four other valleys, 174 meV higher, by a 59 meV phonon with coupling $2\times10^8$ eV/cm lowers it by 0.02%.

The last two figures count only the added scattering of first-subband electrons. They leave out the current of electrons already in the upper states. In the infinite well, the second subband and the four other valleys each hold about 0.5% as many electrons as the first subband in equilibrium. These small figures depend on the infinite well, which overestimates the confinement energy, most strongly for the four valleys with the light normal mass. With the finite barriers above, the second subband lies 122 meV and the four valleys only 95 meV above the first subband. They then hold about 0.9% and 11% as many electrons, and the added scattering lowers the optical-limited mobility by about 1% and 10%. A 47 meV f-type phonon with the same coupling of $2\times10^8$ eV/cm would raise the four-valley loss to about 15%. In a real 3 nm film the upper valleys are therefore not negligible.

**Field strength.** For a heated Maxwellian at temperature $T_e$, the fraction above threshold is $e^{-\hbar\omega/k_BT_e}$. The mean power lost per electron is then

$$P=\hbar\omega W\left[(N+1)e^{-\hbar\omega/k_BT_e}-N\right],$$

which vanishes at $T_e=T$. Setting $e\mu\mathcal E^2=P$ at $T_e=1.1T$, with the optical-limited mobility held fixed, gives a field of about $8\times10^{-4}$ MV/cm. This is only a rough upper estimate of the linear range for optical scattering alone. The fixed mobility would imply a drift velocity of $1.0\times10^7$ cm/s, nearly half the thermal speed $\sqrt{2k_BT/m}=2.2\times10^7$ cm/s, so a Maxwellian without drift is no longer a good description and the mobility already falls at lower fields. With optical scattering alone it is more than 10% below the weak-field value at $2\times10^{-4}$ MV/cm and about 37% below it at $8\times10^{-4}$ MV/cm. If the combined mobility is used with the same energy loss, the field rises by $\sqrt{1.206\times10^4/1095}=3.3$, to about $3\times10^{-3}$ MV/cm. A drop of 0.5 V over a 50 nm channel corresponds to 0.1 MV/cm, far outside the linear regime on either estimate.

**Comparison with a real film.** The thickness, temperature and low sheet density describe a very thin silicon channel in weak inversion. In a weak field, the largest of the corrections estimated above comes from the other scattering: adding acoustic phonons and thickness fluctuations lowers the mobility from about 12,000 to 1100 cm²/Vs. Charged centres and remote oxide phonons would lower it further, and neither is included. Low-energy g-type phonons are also left out. With typical couplings of $0.8\times10^8$ eV/cm at 18.5 meV and $0.5\times10^8$ eV/cm at 12 meV, they would lower the optical-limited mobility by about 44%, because many electrons below 62 meV can emit them as well as absorb them. With acoustic scattering present, the reduction is only about 6%. Splitting of the two valleys is not included either. The value of 1100 cm²/Vs is therefore still an incomplete model result. The numerical output below lists most of the values used here.

## Computed values

```
INPUTS (rough typical silicon values)
Temperature: 300 K
Film thickness: 3 nm
In-plane mass: 0.19 m0
Confinement mass: 0.916 m0
Optical phonon energy: 62 meV
Optical coupling: 1.1e+09 eV/cm
Mass density: 2.33 g/cm3
OPTICAL-PHONON RESULT
x0: 2.398
Phonon occupation N: 0.09996
Envelope integral F: 0.5 1/nm
Rate constant W: 5.506 1/ps
Rate below threshold: 0.5504 1/ps
Rate above threshold: 6.607 1/ps
Step ratio above/below: 12
Prefactor e/(mW): 1681 cm2/Vs
Factor tanh(x0/2)(exp(x0)-x0): 7.172
Optical-limited mobility: 1.206e+04 cm2/Vs
Optical-limited mobility at 200 K: 5.237e+04 cm2/Vs
Optical-limited mobility at 400 K: 5107 cm2/Vs
Local exponent p at 300 K: 3.227
Electron fraction above threshold: 9.088 %
Transport weight above threshold: 30.88 %
Mobility share above threshold: 3.588 %
Mobility with absorption only: 1.682e+04 cm2/Vs
Mobility from averaged rate: 3824 cm2/Vs
Coupled-matrix/closed mobility: 1.0024
Mobility ratio, kernel 1+0.5 cos: 1.148
NEGLECTED EFFECTS (estimates)
Acoustic coupling: 12 eV
Sound speed: 9 km/s
Acoustic-limited mobility: 1546 cm2/Vs
Thickness fluctuation rms: 0.2 nm
Roughness correlation length: 1.5 nm
Roughness-limited mobility: 1.485e+04 cm2/Vs
Combined three-process mobility: 1095 cm2/Vs
Matthiessen estimate: 1255 cm2/Vs
Pauli change at 1e+11 cm^-2: -1.11 %
Pauli change at 5e+12 cm^-2: -44.1 %
Second-subband spacing: 136.8 meV
Second-subband change: -0.148 %
Four-valley offset: 174.3 meV
f phonon energy: 59 meV
f coupling: 2e+08 eV/cm
f-transfer change: -0.0236 %
Nonparabolicity: 0.5 1/eV
Nonparabolic change: -12.2 %
Oxide barrier: 3.1 eV
Oxide mass: 0.5 m0
Finite-barrier change: 5.83 %
Field for 10% carrier heating: 0.00083 MV/cm
```
